# Top and bridge adsorption sites: the energy advantage for equal populations

## Question

Molecules are adsorbed on a square lattice of surface atoms. A molecule sits either directly above an atom (a top site) or midway between two nearest-neighbour atoms (a bridge site). Define the energy advantage of a top site as

$$\Delta = E_b - E_t ,$$

where $E_t$ and $E_b$ are the molar energies at the bottoms of the top and bridge wells. A positive $\Delta$ means that the top site binds more strongly.

Unless a part says otherwise, assume that the sites are in thermal equilibrium with each other, that the coverage is so low that the molecules do not affect one another, that the wells are well separated, and that the local vibrations are identical at the two kinds of site. Any rotational or spin degeneracy is also the same at both.

**(a)** Show how many bridge sites there are per top site, and derive the ratio of the total top population $P_t$ to the total bridge population $P_b$.

**(b)** Find the value $\Delta^*$ that makes the total populations equal at 500 K. Compare the occupations of individual sites at this point, and interpret the result in terms of entropy.

**(c)** Keep $\Delta$ fixed at the value found in (b). Find the fraction of molecules on top sites at 300 K and at 700 K, and discuss the limits of low and high temperature.

**(d)** Now let one sideways vibration have wavenumber 50 cm⁻¹ at the top site and 100 cm⁻¹ at the bridge site, all other modes being equal. What energy advantage is needed at 500 K?

**(e)** Two molecules are placed on a periodic lattice of $M$ surface atoms. Find the balance energy at 500 K for $M=16$, first if the only restriction is that two molecules cannot share a site, then if they also cannot be closer than one lattice constant. Check the dilute limit.

**(f)** Discuss how far the result of (b) can be applied to CO on Ni(100). Take as rough values a surface lattice constant of 0.25 nm, a molecular mass of 28 u and a sideways mode of 50 cm⁻¹.

## Model answers

### (a) Site count and population ratio

Each surface atom has four nearest neighbours, so four bridge sites surround it. Each bridge is shared by two atoms. The number of bridges per atom is therefore $4/2=2$, and since there is one top site per atom,

$$N_b = 2N_t .$$

At low coverage each molecule can be treated alone. Its probability of being at one particular site $s$ is proportional to the sum of Boltzmann factors over the local vibrational levels,

$$w_s=\sum_n e^{-E_s/RT}\,e^{-\varepsilon_n/kT}=q_s\,e^{-E_s/RT},\qquad q_s=\sum_n e^{-\varepsilon_n/kT}.$$

The level energies $\varepsilon_n$ are per molecule and are measured from the bottom of the well, so $q_s$ includes the zero-point energy. The molar energy $E_s$ goes with $R$, the molecular energy $\varepsilon_n$ with $k$.

The total population of one kind of site is its number of sites times the weight of each, divided by the sum over all sites. That sum is common to both populations and cancels in the ratio:

$$\frac{P_t}{P_b}=\frac{N_t\,q_t\,e^{-E_t/RT}}{N_b\,q_b\,e^{-E_b/RT}}
=\frac{N_t}{N_b}\,\frac{q_t}{q_b}\,e^{(E_b-E_t)/RT}.$$

With $N_t/N_b=1/2$, $q_t=q_b$ and $E_b-E_t=\Delta$,

$$\frac{P_t}{P_b}=\frac12\,e^{\Delta/RT}.$$

If the two sites have the same energy, the ratio is $1/2$ and one third of the molecules are on top sites. Because the common sum cancels, a third kind of site, such as the hollow between four atoms, would lower both populations in the same proportion and leave this ratio unchanged.

### (b) The balance energy

Equal total populations require $P_t/P_b=1$, so

$$\frac12 e^{\Delta^*/RT}=1\quad\Rightarrow\quad e^{\Delta^*/RT}=2\quad\Rightarrow\quad \Delta^*=RT\ln 2 .$$

At 500 K,

$$RT = 8.3145\times 500\ \text{J/mol}=4.157\ \text{kJ/mol},$$

$$\Delta^*=4.157\times0.6931\ \text{kJ/mol}=2.88\ \text{kJ/mol},$$

or about 2.9 kJ/mol, which is 29.9 meV per molecule.

Equal totals do not mean equal occupation of individual sites. The occupation per site is in the ratio $w_t/w_b=e^{\Delta^*/RT}=2$. Each top site is occupied twice as often as each bridge site, which compensates for there being half as many.

The same result follows from free energies. The choice between two equivalent bridges for every top site gives the bridge population an additional molar entropy $R\ln2=5.76$ J/(mol K). At balance the energy advantage of the top site equals $T$ times this entropy. The required advantage is therefore proportional to temperature: it is 1.73 kJ/mol at 300 K and 4.03 kJ/mol at 700 K.

### (c) Changing the temperature at fixed energy advantage

Let $T^*=500$ K and hold $\Delta=RT^*\ln2$ fixed. Then

$$\frac{P_t}{P_b}=\frac12\,e^{(T^*/T)\ln2}=\frac12\,2^{T^*/T}=2^{\,T^*/T-1}.$$

Writing this ratio as $r$, the top fraction is

$$f_t=\frac{P_t}{P_t+P_b}=\frac{r}{1+r}.$$

At 300 K, $r=2^{2/3}=1.587$ and $f_t=1.587/2.587=0.61$. At 700 K, $r=2^{-2/7}=0.820$ and $f_t=0.820/1.820=0.45$.

Cooling favours the sites of lower energy, and heating favours the more numerous ones. As $T\to0$ the exponent grows without limit and $f_t\to1$. As $T\to\infty$, $r\to1/2$ and $f_t\to1/3$, the share set by counting sites. The second limit belongs to the model: a real molecule would desorb first.

### (d) Unequal vibrations

Keeping $q_t$ and $q_b$ in the ratio from (a) and setting it equal to one gives

$$\frac12\,\frac{q_t}{q_b}\,e^{\Delta/RT}=1
\quad\Rightarrow\quad
\Delta=RT\ln\!\left(\frac{2q_b}{q_t}\right).$$

Modes that are equal at the two sites cancel. For the remaining harmonic mode of frequency $\nu$, let $u=h\nu/kT$. The levels are $\varepsilon_n=(n+\tfrac12)h\nu$, and the geometric series gives

$$q=\sum_{n=0}^{\infty}e^{-(n+1/2)u}=\frac{e^{-u/2}}{1-e^{-u}}=\frac{1}{e^{u/2}-e^{-u/2}}=\frac{1}{2\sinh(u/2)} .$$

If $u$ belongs to the top site, the bridge site has $2u$. Using $\sinh u=2\sinh(u/2)\cosh(u/2)$,

$$\frac{q_b}{q_t}=\frac{\sinh(u/2)}{\sinh u}=\frac{1}{2\cosh(u/2)} .$$

Hence

$$\Delta=-RT\ln\cosh(u/2).$$

In the classical limit $u\to0$ this vanishes: the stiffer bridge well halves the thermally accessible range of the mode, which cancels the factor of two in the number of sites. At 500 K the quantum ratio is $q_b/q_t=0.4987$, slightly below one half, and $\Delta=-0.01$ kJ/mol. Practically no energy advantage is needed.

The assumption of identical vibrations is thus as important as the site count. If two such modes had twice the wavenumber at the bridge, the classical ratio would be $q_b/q_t=1/4$ and the balance would lie at $\Delta=RT\ln(1/2)=-2.9$ kJ/mol. The bridge site would then have to be the more strongly bound one.

### (e) Two molecules on a small lattice

Measure energies from the bridge well. Let $n_{tt}$, $n_{tb}$ and $n_{bb}$ be the numbers of allowed pairs of sites of each type. Each molecule on a top site contributes a factor $e^{\Delta/RT}$, and the equal vibrational factors cancel. The three types of pair have total weights

$$Z_{tt}=n_{tt}e^{2\Delta/RT},\qquad Z_{tb}=n_{tb}e^{\Delta/RT},\qquad Z_{bb}=n_{bb}.$$

The mean numbers of molecules on top and bridge sites are proportional to $2Z_{tt}+Z_{tb}$ and $2Z_{bb}+Z_{tb}$. The mixed pairs contribute equally to both, so equality requires $Z_{tt}=Z_{bb}$, and

$$\Delta=\frac{RT}{2}\ln\frac{n_{bb}}{n_{tt}} .$$

There are $M$ top sites and $2M$ bridge sites. If molecules are excluded only from sharing a site,

$$n_{tt}=\frac{M(M-1)}2,\qquad n_{bb}=\frac{2M(2M-1)}2=M(2M-1).$$

For $M=16$ these are 120 and 496, so

$$\Delta=\frac{4.157}{2}\ln\frac{496}{120}\ \text{kJ/mol}=2.95\ \text{kJ/mol}.$$

Now forbid separations below one lattice constant $a$. Two different top sites are at least $a$ apart, so $n_{tt}$ does not change. Each bridge has four other bridges at distance $a/\sqrt2$, and the next ones are at distance $a$. Counting each pair once removes $2M\times4/2=4M$ pairs, leaving

$$n_{bb}=M(2M-1)-4M=M(2M-5).$$

For $M=16$ this is 432, and

$$\Delta=\frac{4.157}{2}\ln\frac{432}{120}\ \text{kJ/mol}=2.66\ \text{kJ/mol}.$$

The coverage here is $2/16=0.125$ molecules per surface atom. Relative to the dilute value, simple exclusion raises the balance energy by 0.07 kJ/mol, because the fewer top sites fill up sooner. Blocking close neighbours as well makes the net change $-0.22$ kJ/mol, because it removes bridge–bridge pairs but no top–top pairs. These shifts belong to the two-molecule system, where each molecule meets only one other per 16 atoms. In an extended layer at the same coverage it meets two, and the shifts are about twice as large: $+0.14$ kJ/mol for simple exclusion and roughly $-0.4$ kJ/mol with close neighbours blocked.

With close neighbours blocked, the general ratio is

$$\frac{n_{bb}}{n_{tt}}=\frac{2(2M-5)}{M-1}\longrightarrow4\qquad(M\to\infty),$$

so $\Delta\to\tfrac12RT\ln4=RT\ln2$, as required. For $M=144$, a coverage of 0.0139, the balance energy is already 2.86 kJ/mol.

### (f) Application to CO on Ni(100)

Both top and bridge CO are known on this surface, but the value 2.9 kJ/mol is not a measured or predicted energy difference for it. It is the difference that would balance the two populations under the stated assumptions. At 500 K CO readily leaves nickel in vacuum, so a small steady coverage would need CO gas above the surface.

The assumption of well-separated wells can be examined with the rough data. For a classical harmonic mode, equipartition gives $\tfrac12m\omega^2\langle x^2\rangle=\tfrac12kT$, so the thermal displacement is

$$\sigma=\sqrt{\frac{kT}{m\omega^2}}=0.041\ \text{nm},\qquad \omega=2\pi c\tilde\nu ,$$

where $\tilde\nu$ is the wavenumber and the whole molecular mass is assumed to move. Neighbouring top and bridge sites are $a/2$ apart, so the line midway between them is $a/4=0.0625$ nm from each. This is only about $1.5\sigma$, so if the wells stay parabolic that far out, they overlap appreciably.

To size the effect, take at each point of the surface the lowest of the equal-stiffness parabolas centred on the sites, integrate the classical Boltzmann factor over a unit cell, and assign each molecule to its nearest site. The balance energy becomes 3.53 kJ/mol, an increase of 0.65 kJ/mol over (b). With a stiffer mode of 200 cm⁻¹ the same integral returns 2.88 kJ/mol, as it should for separate wells.

Two features of this estimate raise the balance energy. The first is the area assigned to each site. The region nearest to a top site is a square of side $a/2$ and area $a^2/4$. The two bridges in the cell share the remaining $3a^2/4$, or $3a^2/8$ each. Each bridge region contains a square of side $a/2$ centred on its site, plus extra area, so broad thermal motion gives the bridges more than their two-to-one advantage in number. The second is the counting rule: because the top well is deeper, its parabola remains the lowest a little way past the midline, and molecules there are counted as bridge. The size of the shift, and even its sign, depends on the assumptions. If each molecule is counted instead in the well whose parabola is lowest at its position, the same potential gives about 2.7 kJ/mol, roughly 0.2 kJ/mol below (b). When wells overlap, a balance energy therefore has a definite meaning only together with a rule for assigning molecules to sites.

For the trial values used here, unequal vibrations make the largest change. The top and bridge sites have different surroundings, so their modes need not agree, and for separate wells the trial difference in (d) moves the balance from 2.9 kJ/mol to nearly zero. In the overlapping wells above, with nearest-site counting, it lowers the balance from 3.5 kJ/mol to about 1.9 or 0.9 kJ/mol, according to whether the stiffer bridge mode points along or across the line joining the two atoms. A prediction for the real surface needs the vibrational modes at both sites as well as their energies. Longer-range forces between molecules, coupling to surface phonons and displacement of the nickel atoms are also left out. The numerical output below lists the main values.

## Computed results

```
Temperature: 500 K
Top sites on 4 x 4 lattice: 16
Bridge sites on 4 x 4 lattice: 32
Gas constant R: 8.3145 J/(mol K)
RT: 4.1572 kJ/mol
ln 2: 0.6931
Entropy R ln 2: 5.763 J/(mol K)
Balance energy, formula: 2.882 kJ/mol
Balance energy, site and level sum: 2.882 kJ/mol
Balance energy, narrow-well integral: 2.882 kJ/mol
Balance energy converted: 29.9 meV
Top/bridge occupation per site at balance: 2.000
Top fraction at zero advantage: 0.333
Balance energy at 300 K: 1.729 kJ/mol
Top fraction at 300 K, advantage fixed at 500 K value: 0.614
Balance energy at 700 K: 4.034 kJ/mol
Top fraction at 700 K, advantage fixed at 500 K value: 0.451
Neglected effects, rough CO on Ni(100) inputs, 500 K:
Lattice constant: 0.25 nm; mass: 28 u
Soft mode: 50 cm^-1
Trial stiffer bridge mode: 100 cm^-1
Partition function ratio bridge/top: 0.4987
Balance energy, unequal mode: -0.011 kJ/mol
Thermal displacement, soft mode: 0.041 nm
Distance from site to dividing line: 0.0625 nm
Balance energy, overlapping soft wells: 3.53 kJ/mol
Shift from overlapping wells: +0.65 kJ/mol
Coverage, two molecules on 4 x 4: 0.125 per surface atom
Balance energy, single occupancy only: 2.950 kJ/mol
Balance energy, close sites blocked: 2.663 kJ/mol
Coverage, two molecules on 12 x 12: 0.0139 per surface atom
Balance energy there, close sites blocked: 2.860 kJ/mol
```
